# Philip's inverse method for a power-law diffusion front

## What a straight profile does not prove

A dopant profile that falls linearly from the surface to zero invites the conclusion that the diffusivity is proportional to concentration. For a constant surface concentration and an initially empty medium, that conclusion is wrong. If the proportional law is used to predict the depth, with its slope at low concentration held fixed, the donor example below comes out about 14 % too deep and its dose about 26 % too large, both relative to the straight profile. The diffusivity belonging to the straight profile contains a second factor, which halves it at the surface. The same problem arises for a whole family of profiles.

Let $c$ be the concentration divided by its constant surface value, and let it obey

$$
\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(D(c)\frac{\partial c}{\partial x}\right),\qquad c(x,0)=0,\qquad c(0,t)=1,
$$

for $x>0$. The diffusivity depends on $c$ alone. Depth and time are first taken in scaled, dimensionless units. For a fixed number $n>0$ the profile is prescribed as

$$
\frac{x}{\sqrt t}=1-c^n\quad(0<c\le 1),\qquad c=0\ \text{ for } x\ge\sqrt t .
$$

The claim is that, if no solute is bound or consumed at the front $x=\sqrt t$, this profile requires

$$
D(c)=\frac n2\,c^n\left[1-\frac{c^n}{n+1}\right].
$$

The slope of $c$ may jump or diverge at the front, so the equation is understood there as a conservation law: what enters a thin strip around the front must leave it or remain in it.

## First derivation: Philip's inversion

**Reduction to one variable.** Put $\varphi=x/\sqrt t$ and let $c$ depend on $\varphi$ alone. Since $\partial\varphi/\partial t=-\varphi/(2t)$ and $\partial\varphi/\partial x=1/\sqrt t$,

$$
\frac{\partial c}{\partial t}=-\frac{\varphi}{2t}\frac{dc}{d\varphi},\qquad
\frac{\partial}{\partial x}\left(D\frac{\partial c}{\partial x}\right)=\frac1t\frac{d}{d\varphi}\left(D\frac{dc}{d\varphi}\right).
$$

The factor $1/t$ cancels. Define the scaled flux $q=-D\,dc/d\varphi$, so that the physical flux is $J=-D\,\partial c/\partial x=q/\sqrt t$. The equation becomes

$$
-\frac{\varphi}{2}\frac{dc}{d\varphi}=-\frac{dq}{d\varphi}.
$$

**Concentration as the independent variable.** Behind the front $\varphi=1-c^n$ decreases strictly with $c$, so each depth corresponds to one concentration and $q$ can be regarded as a function of $c$. Dividing by $-dc/d\varphi$, which is not zero there, gives

$$
\frac{dq}{dc}=\frac{\varphi(c)}2 .
$$

The unknown $D$ has disappeared from the right-hand side. This is the gain of the inverse method: when the profile is given, the flux follows from an integration. Starting at the front, where $c=0$,

$$
q(c)=q_{\rm f}+\frac12\int_0^c\varphi(c')\,dc' .
$$

**The flux at the front.** Suppose for a moment that the front binds an amount $K$ of solute per unit volume swept, measured in units of the surface concentration. The front is at $s=\sqrt t$ and moves at $ds/dt=1/(2\sqrt t)$. The mobile concentration is zero on both sides of it, and no flux exists in the empty region ahead. The arriving flux must therefore supply the binding:

$$
\frac{q_{\rm f}}{\sqrt t}=K\frac{ds}{dt}=\frac{K}{2\sqrt t},
\qquad q_{\rm f}=\frac K2 .
$$

Without binding, $K=0$ and $q_{\rm f}=0$.

**The diffusivity.** The definition of $q$ gives $D=-q\,d\varphi/dc$. With $q_{\rm f}=0$ this is Philip's formula,

$$
D(c)=-\frac12\frac{d\varphi}{dc}\int_0^c\varphi(c')\,dc' .
$$

For the prescribed profile the two factors are

$$
\frac{d\varphi}{dc}=-n\,c^{n-1},\qquad
\int_0^c\left(1-c'^{\,n}\right)dc'=c-\frac{c^{n+1}}{n+1}.
$$

The two minus signs cancel, and one power of $c$ from the integral raises $c^{n-1}$ to $c^n$:

$$
D(c)=\frac n2\,c^{n-1}\left(c-\frac{c^{n+1}}{n+1}\right)
=\frac n2\,c^n\left[1-\frac{c^n}{n+1}\right].
$$

**The converse.** With this $D$, every step behind the front can be reversed, so the profile satisfies the diffusion equation there. Its scaled flux is

$$
q=\frac12\left(c-\frac{c^{n+1}}{n+1}\right),
$$

which tends to zero at the front and joins the zero flux ahead. The profile is thus a solution in the conservation sense for every $n>0$, even when its slope is infinite at the front.

## Second derivation: an equation for the diffusivity

The second route does not start from the flux. It inserts the profile into the expanded diffusion equation, treats $D(c)$ as the unknown, and fixes the remaining constant at the surface instead of the front.

**Derivatives of the profile.** From $d\varphi/dc=-n c^{n-1}$,

$$
\frac{dc}{d\varphi}=-\frac1n c^{1-n}.
$$

A second differentiation, using the chain rule through $c$, gives

$$
\frac{d^2c}{d\varphi^2}
=\left(-\frac{1-n}{n}c^{-n}\right)\left(-\frac1n c^{1-n}\right)
=\frac{1-n}{n^2}c^{1-2n}.
$$

**Insertion.** Expanding the derivative of the product in the similarity equation yields

$$
D'(c)\left(\frac{dc}{d\varphi}\right)^2+D\,\frac{d^2c}{d\varphi^2}
=-\frac\varphi2\frac{dc}{d\varphi}.
$$

The profile turns this into

$$
\frac{c^{2-2n}}{n^2}D'+\frac{1-n}{n^2}c^{1-2n}D
=\frac{1-c^n}{2n}c^{1-n}.
$$

Multiplication by $n^2c^{2n-2}$ leaves a linear first-order equation:

$$
D'+\frac{1-n}{c}D=\frac n2\,c^{n-1}(1-c^n).
$$

Its integrating factor is $c^{1-n}$, because the derivative of $c^{1-n}$ is $(1-n)c^{-n}$. Hence

$$
\frac{d}{dc}\left(c^{1-n}D\right)=\frac n2(1-c^n),
$$

$$
D=\frac n2c^{n-1}\left(c-\frac{c^{n+1}}{n+1}\right)+A\,c^{n-1}.
$$

The local equation therefore permits a one-parameter family of diffusivities for the same profile. Since $q=-D\,dc/d\varphi=c^{1-n}D/n$, the integrating factor has restored the flux equation of the first route; what is independent here is the way $A$ is fixed.

**Closing with the total balance.** The amount of mobile solute is the area under the profile. Integrating along the concentration axis,

$$
M(t)=\int_0^{\sqrt t}c\,dx=\sqrt t\int_0^1(1-c^n)\,dc=\frac{n}{n+1}\sqrt t .
$$

If all the solute that enters remains mobile, the surface flux equals

$$
\frac{dM}{dt}=\frac{n}{2(n+1)\sqrt t}.
$$

The surface flux is also $-D(1)\,\partial c/\partial x=D(1)/(n\sqrt t)$, since $dc/d\varphi=-1/n$ at $c=1$. Equating the two gives

$$
D(1)=\frac{n^2}{2(n+1)}.
$$

The general solution has $D(1)=\frac n2\cdot\frac n{n+1}+A$. Therefore $A=0$, and the stated diffusivity follows again.

## What each derivation assumes

Both derivations need a diffusivity that depends on $c$ alone, a constant surface concentration and an initially empty, effectively infinite medium. A uniform non-zero initial concentration would preserve the collapse onto $x/\sqrt t$, but the flux integral would then start at that concentration instead of zero. If any of the other conditions fails, the collapse is in general lost.

Philip's route needs one derivative of the profile and one integral. It applies to any strictly decreasing profile with an integrable $\varphi(c)$, including one with no finite front, provided the flux vanishes as $c\to0$. The second route needs two derivatives of the profile and a differentiable $D$ behind the front. For measured data this matters, because a second derivative amplifies noise more than a first.

They also place the conservation assumption differently. The first says that no flux is consumed at the front, the second that all solute admitted at the surface is found in the mobile profile. Comparing the two general solutions gives $A=nK/2$, so these are the same condition.

Requiring $D$ to vanish at zero concentration is not a substitute. The extra term $A c^{n-1}$ diverges at $c=0$ for $n<1$ and is constant for $n=1$, but it vanishes for $n>1$. In that last case a binding front and a non-binding one can show the same mobile profile, both with $D(0)=0$. The profile alone cannot distinguish them; a measurement of the total uptake can.

Neither derivation shows that a medium with this $D$ must develop this profile. For that, let $F(c)=\int_0^cD\,dc'$, which increases strictly because $D>0$ for $0<c\le1$. Take two solutions with values between 0 and 1, the same initial and surface values, vanishing far away and with square-integrable $\partial F/\partial x$. Let $w$ be their difference in $c$ and $W$ their difference in $F$, so that $w_t=W_{xx}$. Multiply by $\int_t^TW\,ds$ and integrate over $x$ and over $0<t<T$. Integration by parts, in time on the left and in space on the right, gives

$$
\int_0^T\!\!\int_0^\infty wW\,dx\,dt=-\frac12\int_0^\infty\left(\int_0^TW_x\,dt\right)^2dx .
$$

The boundary terms vanish because $w=0$ initially, $W=0$ at the surface and the multiplier is zero at $t=T$. Since $w$ and $W$ have the same sign, the left side cannot be negative, while the right side cannot be positive. Both are zero, so $w=0$: within this class the profile is the one solution.

A forward simulation supports this. Given $D(c)$ and an empty medium, it recovered the profiles for $n=0.5$, 1, 2 and 3. With 160 cells per unit length, the area between simulated and predicted profiles at $t=1$ (printed as the mean error, because the profile has unit depth) was at most 0.00033, for $n=3$; with 80 cells it was 0.00084. The simulated uptakes agreed with $n/(n+1)$ to the four printed decimals.

## Shape, limits and units

The front is finite because $D$ vanishes at $c=0$ fast enough. The slope there follows from $dc/d\varphi=-c^{1-n}/n$: it is zero for $n<1$, equal to $-1$ for $n=1$, and infinite for $n>1$.

To see how $D$ varies, put $u=c^n$. Then $D=\frac n2[u-u^2/(n+1)]$, whose derivative with respect to $u$ vanishes at $u=(n+1)/2$. For $n<1$ this lies inside the interval and gives a maximum $n(n+1)/8$. For $n=0.5$ the peak is at $c=0.5625$ with $D=0.09375$, while the surface value is 0.0833. For $n\ge1$, $D$ rises all the way to the surface.

For large $n$ the profile approaches a filled layer, $c=1$ up to $x=\sqrt t$, with an abrupt edge. The diffusivity becomes concentrated near $c=1$, but its integral stays finite:

$$
\int_0^1D\,dc=\frac n2\left[\frac1{n+1}-\frac1{(n+1)(2n+1)}\right]
=\frac{n^2}{(n+1)(2n+1)}\to\frac12 .
$$

This drop of $F$ across a layer of thickness $\sqrt t$ corresponds to a flux $1/(2\sqrt t)$, which is the rate needed to fill new layer at unit concentration. It is the parabolic growth law of a layer that limits its own supply.

For small $n$, at fixed $c>0$, the expansion $c^n\approx1+n\ln c$ gives $\varphi\approx-n\ln c$, an exponential profile of width $n$. The bracket in $D$ becomes $n(1-\ln c)$ to leading order, so $D\approx\frac{n^2}{2}(1-\ln c)$. Once the width is scaled out, the front recedes to infinity and $D$ grows logarithmically towards low concentration.

Physical units enter through one constant $\lambda$, with $x/\sqrt t=\lambda(1-c^n)$. In Philip's formula the slope and the integral each gain a factor $\lambda$, so

$$
D(c)=\lambda^2\,\frac n2\,c^n\left[1-\frac{c^n}{n+1}\right].
$$

## Donor diffusion from a constant source

Consider a semiconductor wafer held in a furnace at 1273 K for 1800 s, with a donor concentration of $2.0\times10^{20}\ \mathrm{cm^{-3}}$ maintained at its surface. Take $n=1$ and a surface diffusivity of $3.0\times10^{-14}\ \mathrm{cm^2/s}$. These are round model parameters. For $n=1$ the law is $D=(\lambda^2/2)\,c\,(1-c/2)$, with surface value $\lambda^2/4$. Thus

$$
\lambda=\sqrt{4\times3.0\times10^{-14}}=3.464\times10^{-7}\ \mathrm{cm/s^{1/2}},
$$

and the front depth is $\lambda\sqrt{1800}=1.470\times10^{-5}$ cm, or 147 nm. The profile is a triangle, so the dose is half the surface concentration times the depth:

$$
\frac12(2.0\times10^{20})(1.470\times10^{-5})
=1.47\times10^{15}\ \mathrm{cm^{-2}}.
$$

Because the dose grows as $\sqrt t$, the final surface flux is the dose divided by $2t$, or $4.08\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}}$. At 50 nm, $c=1-50/147.0=0.660$. The concentration is $1.32\times10^{20}\ \mathrm{cm^{-3}}$ and the diffusivity is $6.0\times10^{-14}\times0.660\times0.670=2.65\times10^{-14}\ \mathrm{cm^2/s}$. At 100 nm they have fallen to $6.39\times10^{19}\ \mathrm{cm^{-3}}$ and $1.61\times10^{-14}\ \mathrm{cm^2/s}$.

**Intrinsic carriers.** The model lets $D$ vanish at low concentration, but a hot semiconductor contains carriers even without donors. Take an intrinsic density of $1.0\times10^{19}\ \mathrm{cm^{-3}}$, which is $r=0.05$ in surface units. Neutrality with fully ionized donors requires $e-r^2/e=c$ for the scaled electron density $e$, hence $e=\frac12(c+S)$ with $S=\sqrt{c^2+4r^2}$.

Assume that the donor diffusivity without field is $D_i e/r$, proportional to the electron density. For non-degenerate electrons in equilibrium, the built-in field adds a donor drift flux proportional to $c\,\partial(\ln e)/\partial x=(c/S)\,\partial c/\partial x$. The effective diffusivity is multiplied by $1+c/S$ and becomes $D_i(c+S)^2/(2rS)$. For $c\gg r$ this tends to $2D_ic/r$. Matching it to $\lambda^2c/2$ gives $D_i=\lambda^2r/4=1.5\times10^{-15}\ \mathrm{cm^2/s}$. The factor $1-c/2$ is retained.

The sharp front then becomes a tail. At $10^{18}\ \mathrm{cm^{-3}}$ the depth changes from 146.2 to 152.0 nm, or about $+4\,\%$, while the dose changes by $+0.1\,\%$. The depth shift grows as the defining level is lowered into the tail: about $+9\,\%$ at $10^{17}$, $+14\,\%$ at $10^{16}$ and $+19\,\%$ at $10^{15}\ \mathrm{cm^{-3}}$. The small dose change is consistent with the form of the law: with $a=r^2/c^2$ small, $S\approx c(1+2a)$, and the effective diffusivity differs from its large-$c$ form by a relative amount of order $a^2=(r/c)^4$. Within the non-degenerate model, the correction is therefore confined to low concentrations, which hold little of the dose. That model is only approximate here. With a silicon-like effective density of states, about $2.5\times10^{20}\ \mathrm{cm^{-3}}$ at 1273 K, the electrons near the surface are partly degenerate and the field term there is about 28 % stronger. With the low-concentration law unchanged and the field-free diffusivity still proportional to the electron density, the shifts would then be about $+7\,\%$ in depth and $+5\,\%$ in dose. If that diffusivity instead grows as the exponential of the Fermi energy over $k_{\rm B}T$, as it would for diffusion by singly negative point defects in equilibrium, they would be about $+12\,\%$ and $+15\,\%$. These figures depend on the density of states: with $3.0\times10^{20}\ \mathrm{cm^{-3}}$, roughly what band non-parabolicity gives at this temperature, the field term is 23 % stronger and the two pairs of shifts become about $+6\,\%$, $+4\,\%$ and $+11\,\%$, $+12\,\%$.

**Shape of the law.** Removing $1-c/2$ while keeping $D\approx\lambda^2c/2$ at low concentration raises the depth at $10^{18}\ \mathrm{cm^{-3}}$ to 167.3 nm, or $+14.4\,\%$, and the dose to $1.845\times10^{15}\ \mathrm{cm^{-2}}$, or $+25.5\,\%$. Halving the mesh spacing moved the depths in these two comparisons by at most 0.21 nm, much less than the effects.

**Temperature.** If $D$ is thermally activated with a chosen energy of 4.0 eV, the depth varies as $\sqrt D$. An error of $+5$ K, with the surface concentration and the shape of $D(c)$ held fixed, moves the front by $+7.4\,\%$, or about 11 nm.

These parameters are meant only to have the rough size of those in high-concentration donor diffusion near 1000 °C. The factor $1-c/2$ is a property of the chosen profile, not a derived law of donor chemistry; of the three effects sized here it matters most for the dose and for the depth at $10^{18}\ \mathrm{cm^{-3}}$. Its depth shift stays near $+14\,\%$ at lower levels, so for a junction at $10^{16}\ \mathrm{cm^{-3}}$ or below the intrinsic-carrier tail is as large or larger, and a temperature error of 10 K would also match it. Real anneals can also disturb the populations of vacancies and interstitials that carry the dopant. If this multiplied $D$ by a constant factor of 2, the depth would grow by $\sqrt2$, or 41 %; a time-dependent factor would also break the $\sqrt t$ scaling. Donor clustering, a drifting surface concentration and an implanted finite dose likewise fall outside the model. The 147 nm is thus the depth for the stated law, and as a process estimate it deserves no more than one or two figures. The numerical output follows below.

## Table of computed values

```
TESTS IN SCALED UNITS (dimensionless)
largest inversion error: 7.8e-11
largest equation residual: 0.0e+00
largest front-balance error: 3.5e-09
n=0.5: D peaks at c = 0.5625, D = 0.09375
Forward simulation, 80 and 160 cells per unit length:
n=0.5: D(1) = 0.0833, mean error 0.00004 -> 0.00001
  uptake simulated 0.3333, formula 0.3333
n=1.0: D(1) = 0.2500, mean error 0.00005 -> 0.00001
  uptake simulated 0.5000, formula 0.5000
n=2.0: D(1) = 0.6667, mean error 0.00034 -> 0.00012
  uptake simulated 0.6667, formula 0.6667
n=3.0: D(1) = 1.1250, mean error 0.00084 -> 0.00033
  uptake simulated 0.7500, formula 0.7500
EXAMPLE: DONOR DIFFUSION, n = 1
surface concentration: 2.0e+20 cm^-3
surface diffusivity: 3.0e-14 cm^2/s
anneal time: 1800 s
lambda: 3.464e-07 cm/s^0.5
front depth: 147.0 nm
dose: 1.470e+15 cm^-2
surface flux at end: 4.082e+11 cm^-2 s^-1
at 50 nm: C = 1.320e+20 cm^-3, D = 2.65e-14 cm^2/s
at 100 nm: C = 6.392e+19 cm^-3, D = 1.61e-14 cm^2/s
NEGLECTED EFFECTS
intrinsic carriers: 1.0e+19 cm^-3
low-concentration D: 1.50e-15 cm^2/s
depth at 1e+18 cm^-3, model: 146.2 nm
with intrinsic carriers: depth 152.0 nm (+4.0 %)
  dose 1.471e+15 cm^-2 (+0.1 %)
  mesh shift: depth -0.09 nm, dose -0.01 %
without bending factor: depth 167.3 nm (+14.4 %)
  dose 1.845e+15 cm^-2 (+25.5 %)
  mesh shift: depth -0.21 nm, dose -0.00 %
temperature: 1273 K, activation: 4.0 eV
front shift for +5 K: +7.4 %, +10.9 nm
```
